# Electron counting and arsenic dimers on the GaAs(001)-(2×4) surface: a program that tests the result

```python
"""Electron counting on GaAs(001) with arsenic dimers.
Result under test: a 2xN cell with D As dimers on a complete Ga layer has
electron excess X = 3N - 4D, so that 2x4 with D = 3 is closed-shell.
General form: X = 3/4 (g - h) + 1/2 (b_AsAs - b_GaGa), where g and h are
the numbers of Ga and As dangling orbitals and b are like-atom bond numbers.
Slabs are built in real space and solved with an sp3 tight-binding model.
Lengths are in angstrom and energies in eV inside the program.
The geometry is prescribed; the Hamiltonian is not self-consistent.
"""
import numpy as np
from scipy import constants as const

LATTICE = 5.65
SPACING = LATTICE / np.sqrt(2)
BOND = LATTICE * np.sqrt(3) / 4
DIMER_LENGTH = 2.5
CUTOFF = 2.9
VALENCE = {"Ga": 3, "As": 5}
LEVELS = {"Ga": (-11.5, -5.7), "As": (-18.9, -9.0)}
COUPLINGS = (-1.32, 1.42, 2.22, -0.63)  # ss, sp, pp sigma, pp pi
HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e * 1e20
REMOVAL_ENERGY = 1000.0  # lifts capped orbitals out of the spectrum


def hopping(vector):
    """Two-centre sp3 block between atoms joined by vector."""
    length = np.linalg.norm(vector)
    unit = vector / length
    ss, sp, pps, ppp = np.array(COUPLINGS) * HBAR2_OVER_M / length**2
    block = np.zeros((4, 4))
    block[0, 0] = ss
    block[0, 1:] = sp * unit
    block[1:, 0] = -sp * unit
    block[1:, 1:] = (pps - ppp) * np.outer(unit, unit) + ppp * np.eye(3)
    return block


def find_bonds(positions, cell):
    """Directed bonds: atom i, atom j, vector, lateral cell translation."""
    found = []
    for nx in (-1, 0, 1):
        for ny in (-1, 0, 1):
            shift = np.array([nx * cell[0], ny * cell[1], 0.0])
            vectors = positions[None, :, :] + shift - positions[:, None, :]
            lengths = np.linalg.norm(vectors, axis=2)
            for i, j in np.argwhere((lengths > 0.1) & (lengths < CUTOFF)):
                found.append((i, j, vectors[i, j], (nx, ny)))
    return found


def layer_sites(layer, nx, ny):
    offset = [(0, 0), (0, 0.5), (0.5, 0.5), (0.5, 0)][layer % 4]
    return [((i + offset[0]) * SPACING, (j + offset[1]) * SPACING,
             -layer * LATTICE / 4, i, j)
            for i in range(nx) for j in range(ny)]


def cap_directions(species, side):
    """Unit vectors of the two broken bonds at an ideal slab end."""
    along_x = (species == "As") == (side == "top")
    height = LATTICE / 4 if side == "top" else -LATTICE / 4
    half = SPACING / 2
    result = []
    for sign in (-1, 1):
        lateral = [sign * half, 0] if along_x else [0, sign * half]
        result.append(np.array(lateral + [height]) / BOND)
    return result


def make_slab(species, positions, cell, caps):
    return {"species": species, "positions": positions, "cell": cell,
            "caps": caps, "bonds": find_bonds(positions, cell)}


def capped_slab(first, last):
    """1x1 slab whose broken bonds are removed at both ends."""
    species, positions, caps = [], [], []
    for layer in range(first, last + 1):
        kind = "As" if layer % 2 == 0 else "Ga"
        x, y, z, _, _ = layer_sites(layer, 1, 1)[0]
        species.append(kind)
        positions.append((x, y, z))
        for end, side in ((first, "top"), (last, "bottom")):
            if layer == end:
                caps += [(len(species) - 1, v)
                         for v in cap_directions(kind, side)]
    return make_slab(species, np.array(positions), (SPACING, SPACING), caps)


def dimer_slab(n_rows, n_dimers, trench_dimer=False, layers=8, ga_shift=0.5):
    """2xN surface; threefold Ga moves towards the plane of its neighbours."""
    species, positions, layer_of, dimer_atoms = [], [], [], []
    for layer in range(layers):
        for x, y, z, i, j in layer_sites(layer, 2, n_rows):
            if layer == 0 and j >= n_dimers:
                continue
            if trench_dimer and layer == 1 and j == 2:
                continue
            if layer == 0 or (trench_dimer and layer == 2 and j == 2):
                dimer_atoms.append((len(species), 1 if i == 0 else -1))
            species.append("As" if layer % 2 == 0 else "Ga")
            positions.append((x, y, z))
            layer_of.append(layer)
    positions = np.array(positions)
    cell = (2 * SPACING, n_rows * SPACING)
    neighbours = [[] for _ in species]
    for i, j, vector, _ in find_bonds(positions, cell):
        neighbours[i].append(vector / np.linalg.norm(vector))
    moved = positions.copy()
    for i, units in enumerate(neighbours):
        if layer_of[i] == 1 and len(units) == 3:
            inward = np.sum(units, axis=0)
            moved[i] += ga_shift * inward / np.linalg.norm(inward)
    sideways = (SPACING - DIMER_LENGTH) / 2
    height = np.sqrt(BOND**2 - (SPACING / 2)**2 - sideways**2)
    for i, sign in dimer_atoms:
        moved[i, 0] += sign * sideways
        moved[i, 2] -= LATTICE / 4 - height
    caps = [(i, v) for i in range(len(species)) if layer_of[i] == layers - 1
            for v in cap_directions(species[i], "bottom")]
    return make_slab(species, moved, cell, caps)


K_VALUES = (0.0, 0.25, 0.5)
K_WEIGHTS = (0.25, 0.5, 0.25)


def solve(slab):
    """Band energies and states on a 3x3 symmetry-reduced k grid."""
    size = 4 * len(slab["species"])
    onsite = np.zeros((size, size), complex)
    for i, kind in enumerate(slab["species"]):
        s_level, p_level = LEVELS[kind]
        onsite[range(4 * i, 4 * i + 4), range(4 * i, 4 * i + 4)] = (
            [s_level] + [p_level] * 3)
    for i, unit in slab["caps"]:
        hybrid = np.r_[0.5, np.sqrt(3) / 2 * unit]
        part = slice(4 * i, 4 * i + 4)
        onsite[part, part] += REMOVAL_ENERGY * np.outer(hybrid, hybrid)
    blocks = [(i, j, hopping(v), r) for i, j, v, r in slab["bonds"]]
    energies, states, weights = [], [], []
    for kx, wx in zip(K_VALUES, K_WEIGHTS):
        for ky, wy in zip(K_VALUES, K_WEIGHTS):
            matrix = onsite.copy()
            for i, j, block, (nx, ny) in blocks:
                phase = np.exp(2j * np.pi * (kx * nx + ky * ny))
                matrix[4*i:4*i+4, 4*j:4*j+4] += phase * block
            assert np.allclose(matrix, matrix.conj().T, atol=1e-10)
            values, vectors = np.linalg.eigh(matrix)
            energies.append(values)
            states.append(vectors)
            weights.append(wx * wy)
    return np.array(energies), states, weights


def gap_above(energies, bands_below):
    return (energies[:, bands_below].min()
            - energies[:, bands_below - 1].max())


# Bulk band edges at the zone centre locate the middle of the bulk gap.
bulk = np.zeros((8, 8))
bulk[range(8), range(8)] = ([LEVELS["Ga"][0]] + [LEVELS["Ga"][1]] * 3
                            + [LEVELS["As"][0]] + [LEVELS["As"][1]] * 3)
for signs in ((1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)):
    bulk[:4, 4:] += hopping(np.array(signs) * LATTICE / 4)
bulk[4:, :4] = bulk[:4, 4:].T
bulk_levels = np.linalg.eigvalsh(bulk)
bulk_gap = bulk_levels[4] - bulk_levels[3]
middle = (bulk_levels[4] + bulk_levels[3]) / 2
assert bulk_gap > 0.5

# Electron share of one orbital, obtained from the bands of capped slabs.
share = {}
for kind, first, last in (("Ga", 1, 7), ("As", 0, 6)):
    slab = capped_slab(first, last)
    energies, _, _ = solve(slab)
    below = (energies < middle).sum(axis=1)
    assert np.all(below == below[0])
    electrons = sum(VALENCE[s] for s in slab["species"])
    share[kind] = (electrons - 2 * below[0]) / len(slab["caps"])
    assert abs(share[kind] - VALENCE[kind] / 4) < 1e-12


def ledger(slab):
    """Count electrons, bonds and dangling orbitals from the atoms."""
    species = slab["species"]
    free = np.full(len(species), 4)
    like = {"Ga": 0, "As": 0}
    for i, j, _, _ in slab["bonds"]:
        free[i] -= 1
        if species[i] == species[j]:
            like[species[i]] += 0.5
    for i, _ in slab["caps"]:
        free[i] -= 1
    assert free.min() >= 0
    dangling = {kind: sum(int(f) for f, s in zip(free, species) if s == kind)
                for kind in ("Ga", "As")}
    electrons = (sum(VALENCE[s] for s in species)
                 - sum(share[species[i]] for i, _ in slab["caps"]))
    demand = len(slab["bonds"]) + 2 * dangling["As"]
    excess = electrons - demand
    general = (0.75 * (dangling["Ga"] - dangling["As"])
               + 0.5 * (like["As"] - like["Ga"]))
    assert abs(excess - general) < 1e-10
    return {"electrons": int(round(electrons)), "demand": demand,
            "excess": excess, "dangling": dangling, "like": like,
            "free": free}


cases = [("2x2, 1 dimer", 2, 1, False), ("2x3, 2 dimers", 3, 2, False),
         ("2x4, 3 dimers", 4, 3, False), ("2x4, 4 dimers", 4, 4, False),
         ("2x4 beta2", 4, 2, True)]
results = {}
for label, rows, dimers, trench in cases:
    slab = dimer_slab(rows, dimers, trench)
    count = ledger(slab)
    if not trench:
        assert abs(count["excess"] - (3 * rows - 4 * dimers)) < 1e-10
    energies, states, weights = solve(slab)
    neutral = count["electrons"] // 2
    candidates = range(neutral - 2, neutral + 3)
    found = max(candidates, key=lambda m: gap_above(energies, m))
    predicted = (count["electrons"] - count["excess"]) / 2
    results[label] = (slab, count, energies, states, weights, found,
                      gap_above(energies, found))
    assert found == predicted, (label, found, predicted,
                                [gap_above(energies, m) for m in candidates])
    assert gap_above(energies, found) > 0.1, label

assert results["2x4, 3 dimers"][1]["excess"] == 0
assert results["2x4 beta2"][1]["excess"] == 0
full = results["2x4, 4 dimers"]
full_neutral_gap = gap_above(full[2], full[1]["electrons"] // 2)
assert full_neutral_gap < 1e-6

# Dangling-orbital occupations test the direction of charge transfer.
slab, count, energies, states, weights, filled, gap = results["2x4, 3 dimers"]
occupation = {"Ga": [], "As": []}
for atom, free in enumerate(count["free"]):
    if free == 1:
        units = [v / np.linalg.norm(v) for i, _, v, _ in slab["bonds"]
                 if i == atom]
        outward = -np.sum(units, axis=0)
        outward /= np.linalg.norm(outward)
        hybrid = np.r_[0.5, np.sqrt(3) / 2 * outward]
        value = sum(2 * w * np.sum(np.abs(
            hybrid @ vec[4*atom:4*atom+4, :filled])**2)
            for vec, w in zip(states, weights))
        occupation[slab["species"][atom]].append(value)
mean_occupation = {kind: np.mean(v) for kind, v in occupation.items()}
assert mean_occupation["As"] > share["As"]
assert mean_occupation["Ga"] < share["Ga"]

# Alpha: two top dimers, with two Ga-Ga bonds added to the bond list.
alpha = ledger(dimer_slab(4, 2))
alpha_excess = alpha["electrons"] - (alpha["demand"] + 2 * 2)
assert abs(alpha_excess) < 1e-10

# Sensitivity of the model gap to prescribed relaxation and thickness.
less_relaxed = dimer_slab(4, 3, ga_shift=0.3)
less_gap = gap_above(solve(less_relaxed)[0],
                     ledger(less_relaxed)["electrons"] // 2)
thick = dimer_slab(4, 3, layers=12)
thick_gap = gap_above(solve(thick)[0], ledger(thick)["electrons"] // 2)

# Engineering example and neglected effects; inputs are rough typical values.
temperature = 850.0
doping_cm3 = 1e18
bending_volt = 0.7
permittivity = 12.9
spin_orbit = 0.34
area_nm2 = 8 * SPACING**2 / 100
cell_density = 1e14 / area_nm2
depletion_m = np.sqrt(2 * permittivity * const.epsilon_0 * bending_volt
                      / (const.e * doping_cm3 * 1e6))
depletion_sheet = doping_cm3 * depletion_m * 100
thermal_energy = const.k * temperature / const.e
thermal_factor = np.exp(-gap / (2 * thermal_energy))

print(f"Lattice constant (rough): {LATTICE / 10:.3f} nm")
print(f"Surface spacing: {SPACING / 10:.4f} nm")
print(f"Bulk bond length: {BOND / 10:.4f} nm")
print(f"Prescribed dimer length: {DIMER_LENGTH / 10:.3f} nm")
print("Prescribed threefold-Ga shift: 0.050 nm")
for kind in ("Ga", "As"):
    print(f"{kind} s, p levels: {LEVELS[kind][0]:.1f}, "
          f"{LEVELS[kind][1]:.1f} eV")
print("Coupling factors ss, sp, pp-sigma, pp-pi:", *COUPLINGS)
print(f"Model bulk gap at zone centre: {bulk_gap:.3f} eV")
print(f"Electron share per Ga orbital: {share['Ga']:.2f}")
print(f"Electron share per As orbital: {share['As']:.2f}")
print("Slab results (8 layers; electrons and bands per cell):")
for label, data in results.items():
    c = data[1]
    print(f"{label}: electrons {c['electrons']}, required {c['demand']}, "
          f"X {c['excess']:+.0f}")
    print(f"  Ga/As dangling {c['dangling']['Ga']}/{c['dangling']['As']}, "
          f"As-As bonds {c['like']['As']:.0f}")
    print(f"  bands below gap {data[5]}, gap {data[6]:.3f} eV")
print(f"4 dimers, gap at neutral filling: {full_neutral_gap:.3f} eV")
print(f"Alpha, X without Ga-Ga bonds: {alpha['excess']:+.0f} electrons")
print(f"Alpha, X with 2 Ga-Ga bonds: {alpha_excess:+.0f} electrons")
print(f"3 dimers, As dangling occupation: {mean_occupation['As']:.3f}")
print(f"3 dimers, Ga dangling occupation: {mean_occupation['Ga']:.3f}")
print(f"3 dimers, gap with Ga shift 0.030 nm: {less_gap:.3f} eV")
print(f"3 dimers, gap with 12 layers: {thick_gap:.3f} eV")
print(f"2x4 cell area: {area_nm2:.4f} nm^2")
print(f"2x4 cell density: {cell_density:.3e} cm^-2")
print(f"Dimer density at 3 per cell: {3 * cell_density:.3e} cm^-2")
print(f"Hole density at 4 per cell: "
      f"{-full[1]['excess'] * cell_density:.3e} cm^-2")
print(f"Temperature (rough): {temperature:.0f} K")
print(f"Thermal energy: {thermal_energy:.4f} eV")
print(f"Thermal factor exp(-gap/2kT): {thermal_factor:.2e}")
print(f"Doping (rough): {doping_cm3:.1e} cm^-3")
print(f"Band bending (rough): {bending_volt:.2f} V")
print(f"Relative permittivity (rough): {permittivity:.1f}")
print(f"Depletion width: {depletion_m * 1e9:.1f} nm")
print(f"Depletion charge: {depletion_sheet:.2e} electrons/cm^2")
print(f"Depletion charge per cell: "
      f"{depletion_sheet / cell_density:.4f} electrons")
print(f"Spin-orbit splitting (rough): {spin_orbit:.2f} eV")
print(f"Valence-edge shift, one third: {spin_orbit / 3:.3f} eV")
print("OK")
```

Running it gives:

```
Lattice constant (rough): 0.565 nm
Surface spacing: 0.3995 nm
Bulk bond length: 0.2447 nm
Prescribed dimer length: 0.250 nm
Prescribed threefold-Ga shift: 0.050 nm
Ga s, p levels: -11.5, -5.7 eV
As s, p levels: -18.9, -9.0 eV
Coupling factors ss, sp, pp-sigma, pp-pi: -1.32 1.42 2.22 -0.63
Model bulk gap at zone centre: 2.142 eV
Electron share per Ga orbital: 0.75
Electron share per As orbital: 1.25
Slab results (8 layers; electrons and bands per cell):
2x2, 1 dimer: electrons 112, required 110, X +2
  Ga/As dangling 4/2, As-As bonds 1
  bands below gap 55, gap 2.614 eV
2x3, 2 dimers: electrons 173, required 172, X +1
  Ga/As dangling 4/4, As-As bonds 2
  bands below gap 86, gap 2.189 eV
2x4, 3 dimers: electrons 234, required 234, X +0
  Ga/As dangling 4/6, As-As bonds 3
  bands below gap 117, gap 1.845 eV
2x4, 4 dimers: electrons 244, required 248, X -4
  Ga/As dangling 0/8, As-As bonds 4
  bands below gap 124, gap 1.768 eV
2x4 beta2: electrons 218, required 218, X +0
  Ga/As dangling 4/6, As-As bonds 3
  bands below gap 109, gap 1.879 eV
4 dimers, gap at neutral filling: -0.081 eV
Alpha, X without Ga-Ga bonds: +4 electrons
Alpha, X with 2 Ga-Ga bonds: +0 electrons
3 dimers, As dangling occupation: 1.715
3 dimers, Ga dangling occupation: 0.422
3 dimers, gap with Ga shift 0.030 nm: 1.657 eV
3 dimers, gap with 12 layers: 1.835 eV
2x4 cell area: 1.2769 nm^2
2x4 cell density: 7.831e+13 cm^-2
Dimer density at 3 per cell: 2.349e+14 cm^-2
Hole density at 4 per cell: 3.133e+14 cm^-2
Temperature (rough): 850 K
Thermal energy: 0.0732 eV
Thermal factor exp(-gap/2kT): 3.39e-06
Doping (rough): 1.0e+18 cm^-3
Band bending (rough): 0.70 V
Relative permittivity (rough): 12.9
Depletion width: 31.6 nm
Depletion charge: 3.16e+12 electrons/cm^2
Depletion charge per cell: 0.0403 electrons
Spin-orbit splitting (rough): 0.34 eV
Valence-edge shift, one third: 0.113 eV
OK
```
